# In-plane masses and the mass product of a tilted confined valley

**Result.** Near its minimum $\mathbf k_0$, let a conduction valley have the energy

$$E=\frac{\hbar^2}{2m_0}\,\mathbf q^{T}W\mathbf q,\qquad \mathbf q=\mathbf k-\mathbf k_0,\qquad W=\begin{pmatrix}A&\mathbf b\\ \mathbf b^{T}&w\end{pmatrix}.$$

$W$ is the real, symmetric, positive definite inverse-mass tensor in units of $1/m_0$. The third axis, $z$, is the direction of confinement. $A$ is the $2\times2$ in-plane block, $\mathbf b=(W_{xz},W_{yz})$ and $w=W_{zz}$. In a potential $V(z)$ between hard walls the subbands are

$$E_n(\mathbf k)=E_n+\frac{\hbar^2}{2m_0}\,\mathbf k^{T}S\,\mathbf k,\qquad S=A-\frac{\mathbf b\mathbf b^{T}}{w}.$$

From here on $\mathbf k$ is the two-component in-plane wave vector, measured from the in-plane projection of $\mathbf k_0$. $S$ is the Schur complement of $w$ in $W$. The levels $E_n$ are those of a particle with the quantization mass $m_q=1/w$. If $1/m_1$ and $1/m_2$ are the eigenvalues of $S$, and $m_a,m_b,m_c$ are the bulk principal masses, then

$$m_q\,m_1m_2=m_am_bm_c$$

for every orientation of the ellipsoid and every $V(z)$.

The model is a single parabolic valley with uniform $W$, no magnetic field and no coupling to other valleys. Masses below are in units of $m_0$, and $\hbar^2/m_0=0.0762$ eV nm$^2$.

## 1. Simple case: an upright ellipsoid

Let the principal axes lie along $x,y,z$. Then $\mathbf b=0$. The potential leaves $k_x$ and $k_y$ as good quantum numbers but not the normal wave number, so $q_z$ becomes $p=-i\,d/dz$ acting on the envelope. (The rapid factor $e^{i\mathbf k_0\cdot\mathbf r}$ has been split off, which is why $p$ is measured from the valley minimum.) The Hamiltonian is

$$H=\frac{\hbar^2}{2m_0}\left[\frac{k_x^2}{m_a}+\frac{k_y^2}{m_b}+\frac{p^2}{m_c}\right]+V(z).$$

The in-plane terms are numbers added to a one-dimensional problem. Hence $m_q=m_c$, $m_1=m_a$, $m_2=m_b$, and the product rule is immediate. What needs proof is that it survives a tilt, when all three masses change.

## 2. Tilt in one plane

Now rotate the ellipsoid about $y$, so that $W_{xz}=b\neq0$ and $W_{yz}=0$. For $k_y=0$ the bracket in $H$ becomes

$$W_{xx}k_x^2+2b\,k_xp+w\,p^2 .$$

The factor 2 comes from the two equal elements $W_{xz}$ and $W_{zx}$. The cross term ties the motion along the film to the motion across it. Since $k_x$ is a number, it commutes with $p$, and the square can be completed:

$$w\left(p+\frac{b k_x}{w}\right)^2=wp^2+2bk_xp+\frac{b^2k_x^2}{w}.$$

The last term is not in the original bracket and must be subtracted, so the bracket equals

$$w\left(p+\frac{bk_x}{w}\right)^2+\left(W_{xx}-\frac{b^2}{w}\right)k_x^2 .$$

If the constant shift of $p$ has no effect on the levels, as section 3 shows, the inverse mass along $x$ is $W_{xx}-b^2/w$, not $W_{xx}$. Multiplying by $w$ gives $wW_{xx}-b^2$, the determinant of the $xz$ block of $W$. A rotation about $y$ leaves that determinant unchanged, so the product rule already holds here.

Limit: for $b\to0$ the inverse mass returns to $W_{xx}$, as in section 1. Reversing the tilt changes the sign of $b$ and leaves the mass alone, as mirror symmetry requires.

## 3. General orientation

For an arbitrary tilt,

$$H=\frac{\hbar^2}{2m_0}\left[\mathbf k^TA\mathbf k+2(\mathbf b\cdot\mathbf k)p+wp^2\right]+V(z).$$

Define $\beta=\mathbf b\cdot\mathbf k/w$. Since $w\beta^2=(\mathbf b\cdot\mathbf k)^2/w=\mathbf k^T\mathbf b\mathbf b^T\mathbf k/w$, completing the square gives

$$H=\frac{\hbar^2}{2m_0}\left[w(p+\beta)^2+\mathbf k^TS\mathbf k\right]+V(z).$$

To remove $\beta$, write $\psi(z)=e^{-i\beta z}\varphi(z)$. The product rule of differentiation gives

$$p\psi=-i\left(-i\beta\varphi+\varphi'\right)e^{-i\beta z}=e^{-i\beta z}(p-\beta)\varphi .$$

Therefore $(p+\beta)\psi=e^{-i\beta z}p\varphi$, and a second application gives $(p+\beta)^2\psi=e^{-i\beta z}p^2\varphi$. The potential multiplies by a function of $z$ and commutes with the phase. Cancelling the common phase in $H\psi=E\psi$ leaves

$$\left[\frac{\hbar^2w}{2m_0}p^2+V(z)\right]\varphi=\left[E-\frac{\hbar^2}{2m_0}\mathbf k^TS\mathbf k\right]\varphi .$$

The phase has unit modulus, so $\psi$ vanishes at a hard wall when $\varphi$ does. The boundary conditions on $\varphi$ thus do not depend on $\mathbf k$. The left side is the $\mathbf k=0$ problem with mass $1/w$, and its eigenvalues are $E_n$. This proves the subband formula: all subbands are copies of one paraboloid, whatever the shape of $V$.

**The product.** Write $W$ as three factors,

$$W=\begin{pmatrix}1&\mathbf b/w\\0&1\end{pmatrix}\begin{pmatrix}S&0\\0&w\end{pmatrix}\begin{pmatrix}1&0\\ \mathbf b^T/w&1\end{pmatrix}.$$

The first two multiply to $\begin{pmatrix}S&\mathbf b\\0&w\end{pmatrix}$. Multiplication by the third gives the upper-left block $S+\mathbf b\mathbf b^T/w=A$ and restores $\mathbf b$, $\mathbf b^T$ and $w$. The outer factors are triangular with unit diagonal, so their determinants are 1 and

$$\det W=w\det S .$$

Here $\det S=1/(m_1m_2)$ and $w=1/m_q$. A rotation does not change $\det W$, which in the principal frame is $1/(m_am_bm_c)$. Taking reciprocals gives $m_qm_1m_2=m_am_bm_c$.

**The masses without a subtraction.** Inverting the three factors in reverse order gives

$$W^{-1}=\begin{pmatrix}1&0\\-\mathbf b^T/w&1\end{pmatrix}\begin{pmatrix}S^{-1}&0\\0&1/w\end{pmatrix}\begin{pmatrix}1&-\mathbf b/w\\0&1\end{pmatrix}.$$

Its upper-left block is $S^{-1}$. The in-plane mass tensor is therefore the in-plane block of the bulk mass tensor $W^{-1}$. For the normal direction the rule is the opposite: $m_q$ is the reciprocal of an element of $W$, not an element of $W^{-1}$.

**Test on a triaxial valley.** Take bulk masses 0.2, 0.5 and 1.3, and turn the ellipsoid by 0.5, 0.7 and 0.3 rad about the fixed $z$, $y$ and $x$ axes in succession. The Hamiltonian with its cross term was diagonalized on a grid for a 5 nm film, without removing the phase. The lowest level of the flat well gives $m_q=0.5497$. Energy differences at small $\mathbf k$, in a well with an added slope, parabola and step, give $m_1=0.2820$ and $m_2=0.8384$. The product of these three masses is 0.1300, equal to $0.2\times0.5\times1.3$. Using the eigenvalues of $A$ in place of those of $S$ would give 0.0813.

## 4. What the subtraction means

In a subband state, $\varphi$ can be chosen real, because its equation is real and one-dimensional bound levels are not degenerate. Then $\langle\varphi|p|\varphi\rangle=0$, and the phase gives

$$\langle\psi|p|\psi\rangle=-\beta=-\frac{\mathbf b\cdot\mathbf k}{w}.$$

The normal velocity is the derivative of the bulk energy with respect to $\hbar q_z$. It is $(\hbar/m_0)(wp+\mathbf b\cdot\mathbf k)$, and its mean vanishes. An electron confined to the film cannot carry a steady current through its walls. In a tilted valley, this requires a nonzero mean normal wave number whenever $\mathbf b\cdot\mathbf k\neq0$.

The same number follows from the bulk energy. At fixed $\mathbf k$, the derivative of $\mathbf k^TA\mathbf k+2(\mathbf b\cdot\mathbf k)q_z+wq_z^2$ vanishes at $q_z=-\mathbf b\cdot\mathbf k/w$. This is a minimum because $w>0$, and its value is

$$\mathbf k^TA\mathbf k-\frac{2(\mathbf b\cdot\mathbf k)^2}{w}+\frac{(\mathbf b\cdot\mathbf k)^2}{w}=\mathbf k^TS\mathbf k .$$

So $\mathbf k^TS\mathbf k\le c$ holds precisely when some $q_z$ brings the bulk form to $c$ or below: $S$ describes the shadow of the ellipsoid on the plane. Setting $q_z=0$ instead gives $A$, which describes the slice through the centre. The shadow contains the slice, so a slice mass never exceeds the true mass in the same direction.

The product rule also fixes the density of states. States with in-plane energy below $\epsilon$ fill an ellipse of area $2\pi\epsilon\sqrt{m_1m_2}/(\hbar^2/m_0)$ in $\mathbf k$ space. Multiplying by 2 for spin, dividing by $4\pi^2$ and differentiating with respect to $\epsilon$ gives, per unit area of film and per valley,

$$D=\frac{m_d}{\pi\,\hbar^2/m_0},\qquad m_d=\sqrt{m_1m_2}=\sqrt{\frac{m_am_bm_c}{m_q}} .$$

For fixed bulk masses, an orientation with a heavier quantization mass thus has a smaller density of states in each subband.

## 5. Ellipsoid of revolution

Let the mass be $m_l$ along the long axis and $m_t$ across it. Put the unit vector of the long axis at $\mathbf l=(\sin\theta,0,\cos\theta)$. Then

$$W^{-1}=m_t\,\mathbf 1+(m_l-m_t)\,\mathbf l\mathbf l^T .$$

The in-plane block is diagonal, with entries

$$m_2=m_t+(m_l-m_t)\sin^2\theta=m_t\cos^2\theta+m_l\sin^2\theta,\qquad m_1=m_t,$$

along $x$ and $y$ respectively. The normal element of $W$ is

$$w=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}=\frac{m_t\cos^2\theta+m_l\sin^2\theta}{m_lm_t},$$

so $m_q=m_lm_t/m_2$ and the product is $m_lm_t^2$.

Take the rough silicon values $m_l=0.92$ and $m_t=0.19$, for which $m_lm_t^2=0.0332$:

| $\theta$ | $m_q$ | $m_1$ | $m_2$ | $m_d$ |
|---|---|---|---|---|
| 0° | 0.920 | 0.190 | 0.190 | 0.190 |
| 45° | 0.315 | 0.190 | 0.555 | 0.325 |
| 54.7° | 0.258 | 0.190 | 0.677 | 0.359 |
| 90° | 0.190 | 0.190 | 0.920 | 0.418 |

The end rows are the two upright cases of section 1. The third row applies to all six valleys on a (111) surface, where $\cos^2\theta=1/3$.

## 6. A silicon fin with (110) sidewalls

Consider a 5 nm fin with $z\parallel[110]$, a channel along $x\parallel[\bar110]$ and $y\parallel[001]$. The temperature is 300 K, the mean field 0.2 MV/cm and the electron density $10^{12}$ cm$^{-2}$. The four valleys on [100], [010] and their opposites are tilted by 45°. The two on [001] lie in the plane.

For the [100] valley,

$$W_{xx}=W_{zz}=\tfrac12\left(\frac1{0.19}+\frac1{0.92}\right)=3.175,\qquad W_{xz}=\tfrac12\left(\frac1{0.19}-\frac1{0.92}\right)=2.088,$$

$$S_{xx}=3.175-\frac{2.088^2}{3.175}=1.802 .$$

The channel mass is $1/1.802=0.555$, while the slice mass is $1/3.175=0.315$. Neglecting the tilt coupling would make these electrons too light by a factor of 1.76. For the [010] valley $W_{xz}$ changes sign and $S$ does not. At $k_x=0.5$ nm$^{-1}$ the computed state of the [100] valley has a mean normal wave number of $-0.329$ nm$^{-1}$, equal to $-W_{xz}k_x/W_{zz}$.

The levels can be checked by hand. In a flat well the tilted valleys start at $\pi^2(0.0762)/(2\times0.315\times25)=0.0478$ eV. The potential drop across the fin is 0.1 V, so its mean adds 50 meV, for a total of 97.8 meV. The computed level is 95.5 meV; the small reduction arises because the electron moves towards the low side. The in-plane valleys have $m_q=0.19$ and start at 127.8 meV. The ladder gap is thus 32.3 meV, compared with $k_BT=25.9$ meV.

The Fermi level lies 72 meV below the lowest level, so Boltzmann statistics serve for an estimate. The population ratio of the two lowest subbands is the ratio of their densities of states times a Boltzmann factor:

$$\frac{4\times0.325}{2\times0.418}\,e^{32.3/25.9}\approx5.4 .$$

This puts about 84 % of the electrons in the tilted valleys, as does the full calculation with Fermi statistics and five levels per ladder. In the parabolic model their channel mass is 0.555; the remaining electrons have 0.19.

## 7. Where the rule stops

**Penetrable barriers.** If $W$ depends on $z$, operator order matters. With the symmetrized form,

$$H=\frac{\hbar^2}{2m_0}\left[pwp+p(\mathbf b\cdot\mathbf k)+(\mathbf b\cdot\mathbf k)p+\mathbf k^TA\mathbf k\right]+V .$$

Let $\beta(z)=\mathbf b(z)\cdot\mathbf k/w(z)$. Keeping the order of factors,

$$(p+\beta)w(p+\beta)=pwp+p(\mathbf b\cdot\mathbf k)+(\mathbf b\cdot\mathbf k)p+\frac{(\mathbf b\cdot\mathbf k)^2}{w},$$

because $w\beta=\mathbf b\cdot\mathbf k$. The phase $\exp(-i\int\beta\,dz)$ removes $\beta$ as before and leaves $pwp+\mathbf k^TS(z)\mathbf k$ in the bracket. The second term now varies with $z$, so the subbands are no longer rigid copies. It is proportional to $k^2$, and first-order perturbation theory therefore gives the full curvature at $\mathbf k=0$: the inverse-mass tensor is the average $\langle S(z)\rangle$ in the $\mathbf k=0$ state. The product rule then has no general validity.

A leaky test well shows the effect: a 2 nm layer with the fin's tilted valley, between 0.3 eV barriers of isotropic mass 0.2, each 4 nm thick and closed by a hard wall. The electron spends 17.2 % of its time outside (17.3 % for semi-infinite barriers, with the same mass to three digits), and

$$\langle S_{xx}\rangle=0.828\times1.802+0.172\times5=2.35 .$$

The mass is 0.425 instead of 0.555, and the spectrum gives the same 0.425.

**Nonparabolicity.** Let $T$ be the parabolic kinetic energy, and replace it by $f(T)=[\sqrt{1+4\alpha T}-1]/(2\alpha)$, the solution of $f(1+\alpha f)=T$ that vanishes with $T$. The phase of section 3 turns $T$ into $T_z+\epsilon$, with $T_z=\hbar^2wp^2/(2m_0)$ and $\epsilon=\hbar^2\mathbf k^TS\mathbf k/(2m_0)$. It does the same inside any function of $T$. At small $\epsilon$ the level rises by $\epsilon\langle f'(T_z)\rangle$, where $f'=1/\sqrt{1+4\alpha T_z}<1$. Both in-plane masses grow by the factor $1/\langle f'\rangle$. With $\alpha=0.5$ eV$^{-1}$ and $T_z\approx48$ meV this is about $\sqrt{1.096}$, or 5 %; the computed increase for the fin's tilted valleys is 4.9 %. In the same model the in-plane valleys have a larger $T_z$, about 80 meV, and their masses grow by about 8 %.

The function $f(T)$ treats all directions alike, which silicon does not. Empirical pseudopotential bands, with standing waves for a flat 5 nm well, lower the in-plane valleys' mass along $[\bar110]$ by about 14 % instead of raising it (13.9 % and 14.6 % with two standard sets of local form factors). They raise the tilted valleys' channel mass by only about 1 %, but their mass along $[001]$ by 26 to 29 %, so the density-of-states mass of these valleys grows by 13 to 14 % and the product rule fails for them by more than a quarter. They also reduce the ladder gap by 8 to 9 meV. The percentages from $f(T)$ therefore illustrate the model and are not corrections to use for a (110) fin.

## 8. The model beside a real fin

The silicon masses and $\alpha$ are rough standard values, and a width of 5 nm is at the narrow end for fins. The density suits operation near threshold; a strongly turned-on channel holds roughly ten times more. A fin gated equally from both sides has no mean field, so the 0.2 MV/cm stands for unequal gating. The field moves the levels, but within the model it leaves the masses alone. The electrons' own charge changes the field by 0.155 MV/cm from one wall to the other, half of it on each side of the mean. Included in one pass, it changes the ladder gap by less than 0.1 meV and leaves the channel mass at 0.555.

Of the effects sized here, the hard wall changes the ladder gap most. With 2 nm of oxide on each side, a 3.1 eV barrier and an oxide mass of 0.5, the tilted level falls by 9.3 meV. The channel mass changes by just $-0.014$ %, because only 0.13 % of the probability lies in the oxide and the inverse mass assumed there, 2, happens to be close to 1.802.

The in-plane valleys must fall further. Continuity of $\varphi$ and $w\varphi'$ moves the apparent node of $\varphi$ outward by $\delta=0.5/(m_q\kappa)$, where $\kappa\approx6.3$ nm$^{-1}$ is the decay constant in the oxide. This gives 0.25 nm for the tilted valleys and 0.42 nm for the others. Replacing $L$ by $L+2\delta$ in the flat-well energies lowers them by about 8 and 21 meV. The gap then shrinks to about 20 meV, and the tilted share falls from 84 % to somewhat below 80 %. The populations of section 6 are therefore figures for hard walls and parabolic bands. The masses are much less sensitive to the oxide, but the band-structure changes described in section 7 still apply to them.

Tunnelling through the oxide has a negligible effect on the levels here, with a WKB factor of about $10^{-11}$; the gate leakage current is a separate question and is not computed. The oxide field of 0.6 MV/cm is far below the rough breakdown scale of 10 MV/cm.

Several effects are left out without an estimate, among them surface roughness and the two that follow. The [100] and $[0\bar10]$ valleys project onto the same in-plane point, so a sharp interface can couple them. Confinement along the fin height is also ignored. Strain needs no new derivation while the valley stays parabolic: it may shift the valley and alter $W$, and the product rule then holds with the strained bulk masses.

## Values computed for the example and the checks

```
hbar^2/m0 = 0.07620 eV nm^2
triaxial test: bulk masses [0.2 0.5 1.3] m0
  from spectrum: m_q = 0.5497, m1 = 0.2820, m2 = 0.8384 m0
  product from spectrum = 0.13000 m0^3, bulk = 0.13000 m0^3
  product with slice masses = 0.08125 m0^3
silicon inputs: ml = 0.92 m0, mt = 0.19 m0, ml*mt^2 = 0.03321 m0^3
  tilt  0.00 deg: m_q = 0.9200, m1 = 0.1900, m2 = 0.1900, DOS = 0.1900 m0
  tilt 45.00 deg: m_q = 0.3150, m1 = 0.1900, m2 = 0.5550, DOS = 0.3247 m0
  tilt 54.74 deg: m_q = 0.2583, m1 = 0.1900, m2 = 0.6767, DOS = 0.3586 m0
  tilt 90.00 deg: m_q = 0.1900, m1 = 0.1900, m2 = 0.9200, DOS = 0.4181 m0
fin: L = 5.0 nm, field = 0.2 MV/cm, T = 300 K, n = 1.0e+12 cm^-2
tilted valleys (4): W_xx = 3.1751, W_xz = 2.0881, W_zz = 3.1751 1/m0
  S_xx = 1.8018, S_yy = 5.2632 1/m0
  S_xx from spectrum = 1.8018, S_yy = 5.2632 1/m0
  mass along [-110] = 0.5550 m0, along [001] = 0.1900 m0
  slice mass along [-110] = 0.3150 m0, true/slice = 1.762
  at kx = 0.5 1/nm: mean kz = -0.3288 1/nm, -W_xz kx/W_zz = -0.3288 1/nm
in-plane valleys (2): m_q = 0.1900, [-110] mass = 0.1900, [001] mass = 0.9200 m0
DOS masses: tilted 0.3247 m0, in-plane 0.4181 m0
tilted levels: 95.51, 241.68 meV
in-plane levels: 127.80, 367.05 meV
ladder gap = 32.29 meV, kT = 25.85 meV
Fermi level minus lowest level = -72.0 meV
share in tilted valleys = 84.2 %, in their lowest subband = 83.9 %
leaky test well (2 nm, 0.3 eV, barrier mass 0.2 m0): outside 17.2 %
  [-110] mass = 0.4252 m0, from mean S = 0.4252 m0
neglected effects, sized for the fin:
  oxide: 2.0 nm, barrier 3.1 eV, mass 0.5 m0
  probability in oxide = 0.134 %, level shift = -9.27 meV
  [-110] mass change by oxide = -0.014 %
  WKB factor through oxide = 1.2e-11
  oxide field = 0.60 MV/cm, drop across fin = 0.100 V
  nonparabolicity 0.5 1/eV: level shift = -1.34 meV, in-plane masses +4.88 %
  own-charge field = 0.155 MV/cm, ladder gap change = -0.06 meV
  [-110] mass with own charge = 0.5550 m0, without = 0.5550 m0
```
